**Redmond's invariant and the parabolic separation constants**

For an electron with H = p²/2 − Z/r + Fz (atomic units, nuclear charge Z, field strength F), the operator C = A_z + F(x² + y²)/2 commutes with H. Here A = Z r/r − ½(p×L − L×p) is the Runge-Lenz vector, and the eigenvalue of C is Z₁ − Z₂, the difference of the separation constants in ξ = r + z and η = r − z, with Z₁ + Z₂ = Z. The program asserts the commutators symbolically, including that A_z alone and the opposite sign of the added term both fail. It also asserts the parabolic forms of H and C for m = 0, 1, 2 and the field-free eigenvalues (n₁ − n₂)/n for n = 3, Z = 1. For Z = 1, F = 0.01, E = −0.1 hartree and m = 1 it finds Z₁ by diagonalization, builds the continuum functions from power series, and asserts by finite differences that H and C have the expected local values at three points. The output shows that in the channel n₁ = 1 the local value of A_z varies from 0.999 to 1.193, while its sum with the field term stays at 1.199257.

## Verification by program

```python
"""Redmond's invariant of the hydrogenic Stark problem (Hartree atomic units).

Result under test: with H = p^2/2 - Z/r + F z and
A = Z r_vec/r - (p x L - L x p)/2, the operator
C = A_z + F (x^2 + y^2)/2 commutes with H, and on a solution separated in
xi = r + z, eta = r - z its eigenvalue is Z1 - Z2, where Z1 + Z2 = Z are the
separation constants of the xi and eta equations.
Z: nuclear charge, F: field strength, E: energy, m: magnetic quantum number.
"""
import numpy as np
import sympy as sp
import mpmath as mp

x, y, z, a, b, Z, F = sp.symbols("x y z a b Z F", real=True)
r, u, w = sp.symbols("r u w", positive=True)
k = sp.symbols("kx ky kz", real=True)
q = (x, y, z)
half = sp.Rational(1, 2)


# Operators act on exp(S)*s; G is the gradient of S, and exp(S) is divided out.
# The symbol r stands for sqrt(x^2+y^2+z^2) and is differentiated as such.
def grad(j, s, G):
    return sp.expand(sp.diff(s, q[j]) + q[j] / r * sp.diff(s, r) + G[j] * s)


def mom(j, s, G):
    return sp.expand(-sp.I * grad(j, s, G))


def ang(i, s, G):
    j, l = (i + 1) % 3, (i + 2) % 3
    return sp.expand(q[j] * mom(l, s, G) - q[l] * mom(j, s, G))


def ham(s, G, field=F):
    kinetic = sum(mom(j, mom(j, s, G), G) for j in range(3)) / 2
    return sp.expand(kinetic + (-Z / r + field * z) * s)


def runge_z(s, G):
    p_cross_l = mom(0, ang(1, s, G), G) - mom(1, ang(0, s, G), G)
    l_cross_p = ang(0, mom(1, s, G), G) - ang(1, mom(0, s, G), G)
    return sp.expand(Z * z / r * s - (p_cross_l - l_cross_p) / 2)


def invariant(s, G, sign=1):
    return sp.expand(runge_z(s, G) + sign * F * (x**2 + y**2) / 2 * s)


def vanishes(expr):
    num = sp.expand(sp.fraction(sp.together(expr))[0])
    if num == 0:
        return True
    return sp.expand(sp.rem(num, r**2 - x**2 - y**2 - z**2, r)) == 0


# Commutators on a plane exponential with arbitrary k: this gives the full
# symbol of the differential operator, so zero here means a zero operator.
one = sp.Integer(1)


def commutator(op1, op2):
    return sp.expand(op1(op2(one, k), k) - op2(op1(one, k), k))


def ham_free(s, G):
    return ham(s, G, 0)


def kinetic_energy(s, G):
    return sum(mom(j, mom(j, s, G), G) for j in range(3)) / 2


dil = 1 + x * k[0] + y * k[1]
explicit_az = Z * z / r + z * (k[0]**2 + k[1]**2) - dil * k[2]
assert vanishes(runge_z(one, k) - explicit_az)
assert vanishes(commutator(ham_free, runge_z))
assert vanishes(commutator(ham, runge_z) - F * dil)
assert vanishes(commutator(kinetic_energy,
                           lambda s, G: F * (x**2 + y**2) / 2 * s) + F * dil)
assert vanishes(commutator(ham, invariant))
assert not vanishes(commutator(ham, lambda s, G: invariant(s, G, -1)))
assert vanishes(commutator(lambda s, G: ang(2, s, G), invariant))


# Parabolic forms of H and C, compared with the Cartesian definitions on
# (x+iy)^m exp(a xi + b eta) with arbitrary a and b.
def separated_op(s, v, g, m, sign):
    flux = v * (sp.diff(s, v) + g * s)
    return (-(sp.diff(flux, v) + g * flux) + sp.Rational(m * m, 4) / v * s
            + sign * F * v**2 / 4 * s)


G_par = [(a + b) * c / r for c in q]
G_par[2] += a - b
for m_test in (0, 1, 2):
    s_par = u**(m_test * half) * w**(m_test * half)
    d_xi = sp.simplify(separated_op(s_par, u, a, m_test, 1) / s_par)
    d_eta = sp.simplify(separated_op(s_par, w, b, m_test, -1) / s_par)
    h_par = 2 * (d_xi + d_eta - Z) / (u + w)
    c_par = (2 * (w * d_xi - u * d_eta) + Z * (u - w)) / (u + w)
    to_cart = {u: r + z, w: r - z}
    s_cart = sp.expand((x + sp.I * y)**m_test)
    assert vanishes(ham(s_cart, G_par) - h_par.subs(to_cart) * s_cart)
    assert vanishes(invariant(s_cart, G_par) - c_par.subs(to_cart) * s_cart)

# Field-free n = 3 parabolic states: eigenvalue of A_z is (n1-n2)/n for Z = 1.
n = 3
G_bound = [-c / (n * r) for c in q]
free_values = []
for n1, n2, mm in ((2, 0, 0), (1, 1, 0), (0, 2, 0), (1, 0, 1), (0, 1, 1),
                   (0, 0, 2)):
    s = sp.expand(sp.assoc_laguerre(n1, mm, (r + z) / n)
                  * sp.assoc_laguerre(n2, mm, (r - z) / n)
                  * (x + sp.I * y)**mm)
    value = sp.Rational(n1 - n2, n)
    assert vanishes(ham(s, G_bound, 0).subs(Z, 1) + s / (2 * n * n))
    assert vanishes(runge_z(s, G_bound).subs(Z, 1) - value * s)
    free_values.append((n1, n2, mm, value))

# Continuum channels at real energy: diagonalize the confining xi equation.
charge, field, energy, m = 1.0, 0.01, -0.1, 1


def xi_constants(field_value, scale, size=80):
    i = np.arange(size + 2)
    off = -np.sqrt((i[:-1] + 1.0) * (i[:-1] + m + 1.0))
    t = np.diag(2.0 * i + m + 1) + np.diag(off, 1) + np.diag(off, -1)
    mat = (scale * (np.diag(i + (m + 1) / 2) - t / 4)
           + field_value * (t @ t) / (4 * scale**2) - energy * t / (2 * scale))
    return np.linalg.eigvalsh(mat[:size, :size])[:3]


z1_values = xi_constants(field, 0.8)
assert np.allclose(z1_values, xi_constants(field, 1.1), atol=1e-9, rtol=0)
z1_free = xi_constants(0.0, 0.8)
kappa = np.sqrt(-2 * energy)
assert np.allclose(z1_free, kappa * (np.arange(3) + (m + 1) / 2), atol=1e-9)

mp.mp.dps = 40


def series(v, sep, sign):
    """Regular solution divided by v^(m/2), as a power series."""
    c = [mp.mpf(1)]
    total, power = mp.mpf(1), mp.mpf(1)
    for i in range(1, 200):
        new = -sep * c[i - 1]
        if i > 1:
            new -= mp.mpf(energy) / 2 * c[i - 2]
        if i > 2:
            new += sign * mp.mpf(field) / 4 * c[i - 3]
        c.append(new / (i * (i + m)))
        power *= v
        total += c[i] * power
    return total


def local_values(z1, point):
    """Return (H psi)/psi and (A_z psi)/psi by Cartesian differences."""
    z1 = mp.mpf(float(z1))
    z2 = mp.mpf(charge) - z1
    h = mp.mpf(10)**(-8)
    p0 = [mp.mpf(c) for c in point]

    def psi(i=0, j=0, l=0):
        px, py, pz = p0[0] + i * h, p0[1] + j * h, p0[2] + l * h
        rad = mp.sqrt(px**2 + py**2 + pz**2)
        return (mp.mpc(px, py)**m * series(rad + pz, z1, 1)
                * series(rad - pz, z2, -1))

    f0 = psi()
    dxx = (psi(1) - 2 * f0 + psi(-1)) / h**2
    dyy = (psi(0, 1) - 2 * f0 + psi(0, -1)) / h**2
    dzz = (psi(0, 0, 1) - 2 * f0 + psi(0, 0, -1)) / h**2
    dz = (psi(0, 0, 1) - psi(0, 0, -1)) / (2 * h)
    dxz = (psi(1, 0, 1) - psi(1, 0, -1) - psi(-1, 0, 1)
           + psi(-1, 0, -1)) / (4 * h**2)
    dyz = (psi(0, 1, 1) - psi(0, 1, -1) - psi(0, -1, 1)
           + psi(0, -1, -1)) / (4 * h**2)
    px, py, pz = p0
    rad = mp.sqrt(px**2 + py**2 + pz**2)
    h_loc = -(dxx + dyy + dzz) / (2 * f0) - charge / rad + field * pz
    a_loc = (charge * pz / rad
             + (pz * (dxx + dyy) - px * dxz - py * dyz - dz) / f0)
    assert abs(mp.im(h_loc)) < 1e-10 and abs(mp.im(a_loc)) < 1e-10
    return float(mp.re(h_loc)), float(mp.re(a_loc))


points = ((1.0, 0.5, 2.0), (4.0, 1.0, -3.0), (2.0, -6.0, 5.0))
table = []
for n1, z1 in enumerate(z1_values):
    beta = 2 * z1 - charge
    a_list = []
    for pt in points:
        h_loc, a_loc = local_values(z1, pt)
        f_term = field * (pt[0]**2 + pt[1]**2) / 2
        assert abs(h_loc - energy) < 1e-9
        assert abs(a_loc + f_term - beta) < 1e-9
        a_list.append(a_loc)
        if n1 == 1:
            table.append((pt, h_loc, a_loc, f_term, a_loc + f_term))
    assert max(a_list) - min(a_list) > 0.1

# The xi factor decays only at the discrete values of Z1.
far = mp.mpf(50)
tails = []
for z1 in z1_values:
    tail = abs(far**(mp.mpf(m) / 2) * series(far, mp.mpf(float(z1)), 1))
    off_tail = abs(far**(mp.mpf(m) / 2)
                   * series(far, mp.mpf(float(z1) + 0.05), 1))
    assert tail < 1e-2 and off_tail > 1
    tails.append((float(tail), float(off_tail)))

print("Field-free states, n = 3, Z = 1: eigenvalue of A_z (a.u.)")
for n1, n2, mm, value in free_values:
    print(f"  n1={n1} n2={n2} m={mm}: {float(value):+.6f}")
print(f"Nuclear charge Z = {charge:.1f} (units of e), m = {m}")
print(f"Field F = {field:.4f} a.u.; energy E = {energy:.4f} hartree")
print(f"Classical saddle energy = {-2*np.sqrt(charge*field):.4f} hartree")
print("Channels (all a.u.): n1, Z1 at F=0, Z1, Z2, Z1-Z2")
for n1, z1 in enumerate(z1_values):
    print(f"  {n1}  {z1_free[n1]:.6f}  {z1:.6f}  {charge-z1:+.6f}"
          f"  {2*z1-charge:+.6f}")
print("Channel n1 = 1, local values at points (x, y, z) in bohr:")
print("  columns: H psi/psi (hartree); A_z psi/psi, F(x^2+y^2)/2, sum (a.u.)")
for pt, h_loc, a_loc, f_term, total in table:
    print(f"  {pt}: {h_loc:.6f}  {a_loc:+.6f}  {f_term:.6f}  {total:+.6f}")
print("Size of xi factor at xi = 50 bohr (series starts with coefficient 1):")
for n1, (tail, off_tail) in enumerate(tails):
    print(f"  n1={n1}: at Z1 {tail:.1e}; at Z1+0.05 {off_tail:.1e}")
print("all assertions hold")
```

Running it gives:

```
Field-free states, n = 3, Z = 1: eigenvalue of A_z (a.u.)
  n1=2 n2=0 m=0: +0.666667
  n1=1 n2=1 m=0: +0.000000
  n1=0 n2=2 m=0: -0.666667
  n1=1 n2=0 m=1: +0.333333
  n1=0 n2=1 m=1: -0.333333
  n1=0 n2=0 m=2: +0.000000
Nuclear charge Z = 1.0 (units of e), m = 1
Field F = 0.0100 a.u.; energy E = -0.1000 hartree
Classical saddle energy = -0.2000 hartree
Channels (all a.u.): n1, Z1 at F=0, Z1, Z2, Z1-Z2
  0  0.447214  0.505755  +0.494245  +0.011511
  1  0.894427  1.099629  -0.099629  +1.199257
  2  1.341641  1.756877  -0.756877  +2.513754
Channel n1 = 1, local values at points (x, y, z) in bohr:
  columns: H psi/psi (hartree); A_z psi/psi, F(x^2+y^2)/2, sum (a.u.)
  (1.0, 0.5, 2.0): -0.100000  +1.193007  0.006250  +1.199257
  (4.0, 1.0, -3.0): -0.100000  +1.114257  0.085000  +1.199257
  (2.0, -6.0, 5.0): -0.100000  +0.999257  0.200000  +1.199257
Size of xi factor at xi = 50 bohr (series starts with coefficient 1):
  n1=0: at Z1 1.9e-07; at Z1+0.05 1.7e+04
  n1=1: at Z1 1.5e-06; at Z1+0.05 9.9e+02
  n1=2: at Z1 9.1e-06; at Z1+0.05 1.0e+02
all assertions hold
```
